# Bare and Screened Occupation Response of a Two-Site Mean-Field Model

## Problem

Two sites carry one orbital each. The orbitals are orthonormal, have energies $e_1$ and $e_2$, and are coupled by a hopping element $-t$ with $t>0$. Two electrons of opposite spin share the lower orbital of the mean-field Hamiltonian. With $n_i$ the total occupation of site $i$, both spins included, the interaction energy is

$$E_{\rm int}=\frac{U_0}{2}\left(n_1^2+n_2^2\right)+V_0\,n_1n_2 .$$

The potential that this energy produces on site $i$ is its derivative with respect to $n_i$:

$$v_1=U_0n_1+V_0n_2,\qquad v_2=U_0n_2+V_0n_1 .$$

Intersite exchange, which would alter the hopping, is left out.

A small potential $a_J$ is added on site $J$, and the response is $\chi_{IJ}=dn_I/da_J$. It is called bare, $\chi^0_{IJ}$, if $v_1$ and $v_2$ are frozen at their values for $a_J=0$, and screened if they are allowed to follow the occupations to self-consistency.

(a) Find both response matrices.

(b) The linear-response method takes the interaction to be the inverse bare response minus the inverse screened response. Which combination of $U_0$ and $V_0$ does it return, and for which perturbation?

(c) Can $U_0$ and $V_0$ be found separately from these responses?

For numbers take the round model parameters $t=1$ eV, $e_1=0.5$ eV, $e_2=-0.5$ eV, $U_0=4$ eV and $V_0=1$ eV.

## A tempting solution

Perturb site 1 and watch site 1. Diagonalizing the Hamiltonian with frozen and with relaxed interaction potentials gives

$$\chi^0_{11}=-0.48837\ \text{eV}^{-1},\qquad \chi_{11}=-0.12426\ \text{eV}^{-1}.$$

The electrons on site 1 respond to the applied potential plus the potential they induce themselves. If $U$ is the interaction on the site, then

$$\delta n_1=\chi^0_{11}\left(a_1+U\,\delta n_1\right).$$

Dividing by $\chi^0_{11}\,\delta n_1$ and using $a_1/\delta n_1=1/\chi_{11}$ gives

$$U=\frac1{\chi^0_{11}}-\frac1{\chi_{11}}=-2.048+8.048=6.00\ \text{eV}.$$

The on-site interaction would then be 6 eV.

## Where it fails

The two responses are correct, but the conclusion cannot be: the model was built with $U_0=4$ eV, and a repulsive $V_0$ might be expected to lower the result, not to raise it.

The fault is in the equation for $\delta n_1$. It lets the induced potential act on site 1 alone. The electron number is fixed, so whatever leaves site 1 arrives on site 2, $\delta n_2=-\delta n_1$, and the induced potentials are

$$\delta v_1=U_0\,\delta n_1+V_0\,\delta n_2=(U_0-V_0)\,\delta n_1,$$
$$\delta v_2=U_0\,\delta n_2+V_0\,\delta n_1=-(U_0-V_0)\,\delta n_1 .$$

The potential on site 2 changes as much as that on site 1, with the opposite sign. Charge transfer is driven by the difference of the two, $\delta v_1-\delta v_2=2(U_0-V_0)\,\delta n_1$, which is 6 eV times $\delta n_1$. The applied potential, in contrast, sat on one site only. The scalar inversion compares a one-site cause with a two-site feedback, and this produces the factor 2.

## Right solution

### The ground state

Write $W=U_0-V_0$ and $\varepsilon=e_1-e_2$. Let $D$ be the difference of the total site potentials, $D=(e_1+v_1)-(e_2+v_2)$. Their average shifts both levels equally and does not affect the orbitals, so it can be removed. What remains is

$$h=\begin{pmatrix}D/2&-t\\-t&-D/2\end{pmatrix},\qquad h^2=\left(\frac{D^2}{4}+t^2\right)\mathbb 1 .$$

The eigenvalues are therefore $\pm R/2$ with $R=\sqrt{D^2+4t^2}$, and $R$ is the gap. The projector on the lower orbital $\phi$ is

$$P=\frac12\left(\mathbb 1-\frac{2h}{R}\right),$$

because it gives 1 for the eigenvalue $-R/2$ and 0 for $+R/2$. Its elements are $\phi_1^2=\frac12(1-D/R)$ and $\phi_1\phi_2=t/R$. Two electrons occupy the orbital, so

$$n_1=1-\frac DR,\qquad n_2=1+\frac DR .$$

The interaction contributes $v_1-v_2=W(n_1-n_2)$ to $D$. Self-consistency thus requires

$$D=\varepsilon+W(n_1-n_2),\qquad\text{or}\qquad D+\frac{2WD}{R}=\varepsilon .$$

Since $D/R$ increases with $D$, the left side increases with $D$ whenever $W\ge0$, and the solution is unique.

For the example, $n_1=0.87525$ and $n_2=1.12475$. Their difference is $-0.2495$, and $1+3(-0.2495)=0.2515$ eV agrees with the self-consistent $D=0.25147$ eV. The bare site splitting of 1 eV is reduced to a quarter: the fuller site 2 is raised relative to site 1 by the interaction.

### Bare response

With $v_1$ and $v_2$ frozen, the perturbations change $D$ by $a_1-a_2$. The needed derivative is

$$c_0=\frac{dn_1}{dD}=-\frac1R+\frac{D}{R^2}\frac{dR}{dD}=-\frac1R+\frac{D^2}{R^3}=-\frac{R^2-D^2}{R^3}=-\frac{4t^2}{R^3},$$

where $dR/dD=D/R$ was used.

First-order perturbation theory gives the same result. The upper orbital is $\eta=(\phi_2,-\phi_1)$, apart from an irrelevant sign. A potential $a_1$ on site 1 mixes it into the lower one with amplitude $\eta_1a_1\phi_1/(-R)$, so that $\delta\phi_1=-\eta_1^2\phi_1a_1/R$. For two electrons

$$\delta n_1=2\cdot2\phi_1\,\delta\phi_1=-\frac{4\phi_1^2\eta_1^2}{R}\,a_1=-\frac{4\phi_1^2\phi_2^2}{R}\,a_1=-\frac{4t^2}{R^3}\,a_1 .$$

A potential on site 2 changes $D$ with the opposite sign, and $\delta n_2=-\delta n_1$. All four elements follow from one number:

$$\chi^0=c_0A,\qquad A=\begin{pmatrix}1&-1\\-1&1\end{pmatrix}.$$

Each column sums to zero because the electron number is conserved. Each row sums to zero because a uniform potential moves no charge. The matrix is singular, so it has no ordinary inverse.

In the example $R=2.01575$ eV, and $c_0=-4/2.01575^3=-0.48837$ eV$^{-1}$.

### Screened response

Now $v_1$ and $v_2$ follow the occupations. The change of $D$ is the applied difference plus the induced one:

$$\delta D=a_1-a_2+W(\delta n_1-\delta n_2)=a_1-a_2+2W\,\delta n_1 .$$

To first order $\delta n_1=c_0\,\delta D$. Collecting the terms in $\delta n_1$,

$$(1-2Wc_0)\,\delta n_1=c_0(a_1-a_2),$$

and therefore

$$\chi=cA,\qquad c=\frac{c_0}{1-2Wc_0}.$$

Since $c_0<0$, a positive $W$ makes the denominator larger than 1, and the interaction opposes the charge transfer. Here it is $1+6\times0.48837=3.930$, and $c=-0.48837/3.930=-0.1243$ eV$^{-1}$. The screened response is about a quarter of the bare one. This answers (a); both matrices were tested against finite differences of the diagonalized model.

### What the inversion returns

The perturbation should have the same form as the feedback. Since the induced potentials are equal and opposite, apply $a_1=+b$ and $a_2=-b$. Then $a_1-a_2=2b$, and the staggered responses $X=dn_1/db$ are

$$X_0=2c_0,\qquad X=2c .$$

Their inverses differ by

$$\frac1{X_0}-\frac1X=\frac1{2c_0}-\frac{1-2Wc_0}{2c_0}=W=U_0-V_0 .$$

The hopping and the site energies have dropped out. They determine how strongly the dimer responds, but not the difference of the inverses. In the example $X_0=-0.97675$ eV$^{-1}$ and $X=-0.24852$ eV$^{-1}$, so

$$\frac1{X_0}-\frac1X=-1.0238+4.0238=3.0000\ \text{eV},$$

which is $4-1$ eV. For a potential on site 1 alone the same algebra gives

$$\frac1{c_0}-\frac1c=2W=2(U_0-V_0),$$

the 6 eV of the tempting solution. That number is a correct property of the model under a wrong name. In the example it is neither $U_0$ nor $U_0-V_0$; it would coincide with $U_0$ only if $U_0=2V_0$.

The answer to (b) is thus $U_0-V_0$ for the staggered perturbation, within this mean-field model and at fixed electron number. With unequal on-site terms $U_1$ and $U_2$ the same algebra gives $(U_1+U_2)/2-V_0$. That $t$ and $\varepsilon$ drop out rests on leaving out intersite exchange: with the term $-V_0\sum_\sigma\rho_{12\sigma}^2$ included, where $\rho_{12\sigma}=\phi_1\phi_2$, the result is 2.99 eV in the example and 2.88 eV for $\varepsilon=4$ eV. The relation concerns derivatives at zero perturbation. With a finite $b$ the occupations also contain higher powers of $b$, so $b$ must be small; a central difference cancels the even powers and leaves an error of order $b^2$ in the response.

### The same result from matrices

In matrix form the screened response obeys $\delta n=\chi^0(a+K\,\delta n)$, with

$$K=\begin{pmatrix}U_0&V_0\\V_0&U_0\end{pmatrix}.$$

If $\chi^0$ and $\chi$ had inverses, multiplying by $(\chi^0)^{-1}$ and setting $a=\chi^{-1}\delta n$ would give $(\chi^0)^{-1}-\chi^{-1}=K$. Here they have none, and one may use the pseudo-inverse, which inverts a symmetric matrix on the eigenvectors with nonzero eigenvalues and gives zero on the others. Since $A^2=2A$, the matrix $P_-=A/2$ is a projector. It projects on the staggered direction $(1,-1)$, and

$$\chi^0=2c_0P_-,\qquad \chi=2cP_- .$$

The difference of the pseudo-inverses is

$$F=\left(\frac1{2c_0}-\frac1{2c}\right)P_-=W P_-=\frac{U_0-V_0}{2}\begin{pmatrix}1&-1\\-1&1\end{pmatrix}.$$

The diagonal element is 1.5 eV in the example. It is not the on-site interaction either. It is the diagonal of $K$ after the uniform direction has been projected out. The difference of the elements in a row is free of this projection:

$$F_{11}-F_{12}=U_0-V_0=3\ \text{eV}.$$

Another way to make the matrices invertible is to add a response in the uniform direction. Let $P_+=\mathbb 1-P_-$, whose four elements all equal $1/2$, and add $u_0P_+$ to $\chi^0$ and $uP_+$ to $\chi$. Ordinary inversion then gives

$$F=W P_-+\left(\frac1{u_0}-\frac1u\right)P_+ .$$

The added term is the same in all four elements. It changes $F_{11}$ and $F_{12}$ equally and leaves $F_{11}-F_{12}$ alone. With $u_0=-1$ eV$^{-1}$ and $u=-2$ eV$^{-1}$ the bracket is $-0.5$ eV, so $F_{11}=1.5-0.25=1.25$ eV and $F_{12}=-1.5-0.25=-1.75$ eV. Their difference is still 3 eV. A diagonal element read off alone would depend on an arbitrary choice.

### Why $U_0$ and $V_0$ do not separate

Let $N=n_1+n_2$ and $m=n_1-n_2$. Then $n_1^2+n_2^2=(N^2+m^2)/2$ and $n_1n_2=(N^2-m^2)/4$, and the interaction energy becomes

$$E_{\rm int}=\frac{U_0+V_0}{4}N^2+\frac{U_0-V_0}{4}m^2 .$$

At fixed $N$ the first term is a constant. It is 5.000 eV in the example, against 0.047 eV for the second, yet only the second can influence a charge transfer. Adding the same amount to $U_0$ and $V_0$ leaves both response matrices unchanged. The answer to (c) is no, as long as $N$ is fixed.

It changes if the dimer exchanges electrons with a reservoir at fixed chemical potential $\mu$ and temperature $T$. With Fermi occupations $f_k$ of the two levels, a uniform potential $a$ at frozen interaction shifts both levels by $a$ and changes the electron number by

$$\frac{dN}{da}=-\sum_k\frac{2f_k(1-f_k)}{k_BT}<0 .$$

The uniform direction now responds. For $\mu=5$ eV and $k_BT=0.5$ eV both matrices are invertible, and the difference of their inverses is $K$ itself: the computed elements are 4.00000 eV and 1.00000 eV. This temperature, about 5800 K, is chosen to make the uniform response large, $dN/da=-0.825$ eV$^{-1}$. At $k_BT=0.025$ eV, with $\mu$ in the middle of the 2 eV gap, it is only $-5\times10^{-16}$ eV$^{-1}$; the matrices are then singular to any practical precision, and the separation is merely formal. The mean electron number is still 2, because $e_1+e_2=0$ here and the average interaction potential $(U_0+V_0)N/2=5$ eV then places the two levels symmetrically about $\mu$. What supplies the missing information is that the number can change, not that it has a different value.

## Limits and stability

For equal site energies and $W\ge0$, $D=0$ and $R=2t$, so $c_0=-1/(2t)$ and

$$X_0=-\frac1t,\qquad X=-\frac1{t+U_0-V_0}.$$

The inverse responses are stiffnesses with a minus sign. The hopping supplies $t$ and the interaction adds $U_0-V_0$. With $t=0.7$ eV, $U_0=3$ eV and $V_0=0.5$ eV this gives $X_0=-1.4286$ eV$^{-1}$ and $X=-1/3.2=-0.3125$ eV$^{-1}$, as found numerically. If $U_0=V_0$, moving charge costs no interaction energy, the two responses coincide, and the method returns zero however large $U_0$ is.

If $V_0>U_0$, the feedback favours charge transfer and the solution may become unstable. To find the limit, write the energy as a function of $m$. A doubly occupied real orbital whose two amplitudes have the same sign, as the lower orbital does for $t>0$, has $\phi_1\phi_2=\sqrt{n_1n_2}/2$ and hopping energy $-4t\phi_1\phi_2=-2t\sqrt{n_1n_2}$. With $n_{1,2}=1\pm m/2$ and constants dropped,

$$E(m)=-2t\,s+\frac{\varepsilon m}{2}+\frac{Wm^2}{4},\qquad s=\sqrt{1-\frac{m^2}{4}} .$$

Here $s'=-m/(4s)$, and differentiating again,

$$s''=-\frac1{4s}-\frac{m^2}{16s^3}=-\frac{s^2+m^2/4}{4s^3}=-\frac1{4s^3}.$$

The curvature of the energy is therefore

$$E''=\frac{t}{2s^3}+\frac W2 .$$

At the self-consistent point $m=-2D/R$, so $s=2t/R$ and $t/(2s^3)=R^3/(16t^2)=-1/(4c_0)$. Hence

$$E''=-\frac{1-2Wc_0}{4c_0}=-\frac1{4c}.$$

Because $c_0<0$, the solution is a local minimum against charge transfer if $1-2Wc_0>0$. When this quantity reaches zero, the screened response diverges and linear response has no meaning. For the symmetric solution $D=0$ the condition is $V_0-U_0<t$; beyond it two equivalent minima with unequal occupations take over. For $\varepsilon\ne0$ the lowest solution never reaches the divergence. Take $\varepsilon>0$. Since $E(m)-E(-m)=\varepsilon m$, the lowest solution has $m<0$ and hence $D>0$. For $W<0$ the function $g(D)=D+2WD/R$ is convex at $D>0$ with $g(0)=0$, so $1-2Wc_0=g'(D)\ge\varepsilon/D>0$. Only a metastable solution can lose its stability. For $t=1$ eV, $\varepsilon=0.6$ eV and $W=-3$ eV there are two minima, $n_1=0.047$ (the lower) and $n_1=1.928$, and the inversion returns $-3.00$ eV at both.

A stable example has $t=1$ eV, $\varepsilon=0.6$ eV, $U_0=1$ eV and $V_0=1.4$ eV. The staggered screened response, $X=-1.053$ eV$^{-1}$, is larger in magnitude than the bare one, $X_0=-0.741$ eV$^{-1}$. The inversion returns $-0.40$ eV, again $U_0-V_0$. A negative result is no sign of an error here; it states that $V_0$ exceeds $U_0$.

## The meaning of $U_0$

In this problem $U_0$ is the curvature of the interaction energy in the total occupation of a site. A Hubbard term is often written instead as $U\,n_{i\uparrow}n_{i\downarrow}$. In mean field an electron of one spin then feels $U$ times the occupation by the other spin. In an unpolarized state that occupation is $n_i/2$, so the potential is $(U/2)n_i$. For this unpolarized solution the response formulas above hold with $U_0$ replaced by $U/2$. The statements on uniqueness and stability concern charge transfer only and do not exclude a spin-polarized solution. The staggered perturbation, applied equally to both spins, returns

$$\frac1{X_0}-\frac1X=\frac U2-V .$$

A spin-resolved calculation with $U=1.6$ eV and $V=0.3$ eV gives $0.50$ eV, which is $0.8-0.3$ eV; there, with $t$ and the site energies of the example, the lowest mean-field state is unpolarized. At larger $U$ it is spin-polarized and the relation fails: $U=2.5$ eV and $V=0.3$ eV return 0.365 eV instead of 0.95 eV, and $U=8$ eV and $V=1$ eV, the Hubbard counterpart of the worked example, return 2.52 eV instead of 3 eV. A value obtained from linear response must therefore be used with the interaction energy whose curvature it measures.

## Numbers as computed

```
hopping t = 1.00 eV
site energies e1, e2 = 0.50, -0.50 eV
U0, V0 = 4.00, 1.00 eV
occupations n1, n2 = 0.87525, 1.12475
self-consistent difference D = 0.25147 eV
orbital gap R = 2.01575 eV
orbital product magnitude t/R = 0.49609
c0 from perturbation theory = -0.48837 1/eV
c0 closed form = -0.48837 1/eV
denominator 1 - 2(U0-V0)c0 = 3.93024
c closed form = -0.12426 1/eV
bare chi_11, chi_12 = -0.48837, 0.48837 1/eV
bare chi_21, chi_22 = 0.48837, -0.48837 1/eV
screened chi_11, chi_12 = -0.12426, 0.12426 1/eV
screened chi_21, chi_22 = 0.12426, -0.12426 1/eV
staggered bare X0 = -0.97675 1/eV
staggered screened X = -0.24852 1/eV
1/X0, 1/X = -1.02381, -4.02381 eV
staggered result 1/X0 - 1/X = 3.00000 eV
single-site scalar result = 6.00000 eV
pseudo-inverse F_11, F_12 = 1.50000, -1.50000 eV
F_11 - F_12 = 3.00000 eV
uniform-mode eigenvalues added: bare -1, screened -2 1/eV
then F_11, F_12 = 1.25000, -1.75000 eV
then F_11 - F_12 = 3.00000 eV
interaction energy = 5.04669 eV
uniform, staggered parts = 5.00000, 0.04669 eV
U0, V0 both +1 eV: max chi change = 5.6e-13 1/eV
case t, e1-e2, U0, V0 = 0.7, 0.0, 3.0, 0.5 eV
  X0, X = -1.42857, -0.31250 1/eV; result = 2.50000 eV
case t, e1-e2, U0, V0 = 1.5, 2.0, 5.0, 2.0 eV
  X0, X = -0.61870, -0.21662 1/eV; result = 3.00000 eV
case t, e1-e2, U0, V0 = 1.0, 0.6, 1.0, 1.4 eV
  X0, X = -0.74110, -1.05336 1/eV; result = -0.40000 eV
reservoir mu, kT = 5.00, 0.50 eV
reservoir electron number = 2.00000
reservoir K_11, K_12 = 4.00000, 1.00000 eV
spin-resolved U, V = 1.60, 0.30 eV
spin-resolved staggered result = 0.50000 eV
```
